# The octahedral ligand field in a d shell, derived two ways, part 3

An electron of charge $-e$ in a shell $l$, with orbitals $R_l(r)Y_{lm}(\hat{\mathbf r})$ and normalized radial density $\rho=r^2R_l^2$, feels a potential energy $U$ from six charges $-Ze$ at $\mathbf R_i$, at distance $R$ along $\pm x,\pm y,\pm z$. Its first-order shifts are the eigenvalues of

$$\langle lm|U|lm'\rangle = \int d\Omega\; Y_{lm}^*(\hat{\mathbf r})\,\bar U(\hat{\mathbf r})\,Y_{lm'}(\hat{\mathbf r}),\qquad \bar U(\hat{\mathbf r}) = \int_0^\infty \rho(r)\,U(r\hat{\mathbf r})\,dr. \tag{1}$$

Here $\bar U=\sum_{kq}A_{kq}C_{kq}$, with $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, $u=\cos\theta$, $C_{k0}=P_k(u)$ and

$$\langle lm|C_{kq}|lm'\rangle=0\quad\text{unless } k\in\{0,2,\dots,2l\}. \tag{6}$$

$$A_{kq}=\frac{Ze^2}{4\pi\varepsilon_0}\,I_k\,S_{kq},\qquad S_{kq}=\sum_iC_{kq}^*(\hat{\mathbf R}_i),\qquad I_k=\int_0^R\rho\,\frac{r^k}{R^{k+1}}\,dr+\int_R^\infty\rho\,\frac{R^k}{r^{k+1}}\,dr. \tag{10}$$

The sums are $S_{00}=6$, $S_{20}=0$, $S_{40}=\tfrac72$ and $S_{44}=2.091650$. In a $d$ shell, with $Dq=A_{40}/21$,

$$\bar U\;\to\;A_{00}+A_{40}\left[C_{40}+\sqrt{\tfrac5{14}}\,(C_{44}+C_{4,-4})\right],\qquad A_{00}=6\,\frac{Ze^2}{4\pi\varepsilon_0}I_0,\quad A_{40}=\frac72\,\frac{Ze^2}{4\pi\varepsilon_0}I_4 . \tag{12}$$

$$E(e_g)=A_{00}+6Dq\quad(d_{z^2},\,d_{x^2-y^2}),\qquad E(t_{2g})=A_{00}-4Dq\quad(d_{xy},\,d_{xz},\,d_{yz}), \tag{16}$$

$$Dq=\frac16\,\frac{Ze^2}{4\pi\varepsilon_0}\,I_4 . \tag{17}$$

Without density beyond $R$ (the inner regime),

$$Dq_{\rm in}=\frac{Ze^2}{4\pi\varepsilon_0}\,\frac{\langle r^4\rangle}{6R^5}. \tag{18}$$

The radial factors differ by

$$\frac{\langle r^4\rangle}{R^5}-I_4=\frac1R\int_R^\infty\rho(r)\left[\left(\frac rR\right)^4-\left(\frac Rr\right)^5\right]dr, \tag{19}$$

The opening paragraph quoted shifts from direct Coulomb integrals: $+0.55876$ and $-0.37251$ eV for titanium, $+0.28674$ and $-0.19116$ eV for vanadium.

The comparison section showed that the 48 operations of the octahedral group $O_h$ forbid rank 2 and allow one rank-4 combination. Any Hermitian, spin-independent operator on the $d$ orbitals that commutes with them gives a twofold and a threefold level, even with ligand overlap and mixing included.

A program checks the results. Its output also covers earlier side results: real harmonics, axes turned by $45^\circ$ about $z$, $z$ along a threefold (trigonal) axis, eight charges on a cube, and a trial ratio $A_{44}/A_{40}=0.4$.

## Worked example: titanium $3d$ in six model charges

The radial function is computed for a real ion, and the ligands are round model parameters, $Z=2$ and $R=200$ pm. Energies are in eV and lengths in pm, with $e^2/4\pi\varepsilon_0=1439.965$ eV pm.

The ion core is Ti$^{4+}$, closed-shell with the argon configuration, treated by nonrelativistic restricted Hartree–Fock in an even-tempered Gaussian basis of 18 $s$, 12 $p$ and 12 $d$ primitives. Its total energy is $-22998.6$ eV. If one electron is added in an orbital $\phi$ while the core orbitals are frozen, the energy of the determinant rises by the one-electron energy of $\phi$ plus its Coulomb and exchange interaction with the core, which is $\langle\phi|F|\phi\rangle$ with $F$ the Fock operator of the closed shell. The lowest $d$ eigenfunction of $F$ is therefore the frozen-core $3d$ orbital. $F$ is spherically symmetric, so the five components share one radial function, as (1) requires. Its eigenvalue is $-41.554$ eV. Core relaxation, correlation and relativity are left out. The program asserts that removing the most diffuse $d$ function changes $\langle r^4\rangle$ by less than 1 % of its value; that tests only the diffuse end of the $d$ basis and bounds neither the full basis error nor the error of the method. The long digit strings below serve to compare two evaluations of one model in this basis. In a larger basis the core energies drop by about 0.2 eV, the $3d$ eigenvalues rise by 0.01 to 0.02 eV, and $\langle r^4\rangle$ and $I_4$ grow by about 0.1 %. Core relaxation matters far more: letting the core relax self-consistently around the $3d$ electron contracts the orbital and lowers $10Dq$ by about 10 %, from 0.93 to 0.83 eV for titanium and from 0.48 to 0.44 eV for vanadium (values not produced by the numerical check). The second figure of the splittings therefore belongs to the frozen-core model only.

Radial quadrature gives $\langle r^4\rangle=6.5191\times10^7$ pm$^4$, $I_0=4.99905\times10^{-3}$ pm$^{-1}$ and $I_4=1.94020\times10^{-4}$ pm$^{-1}$. With $Ze^2/4\pi\varepsilon_0=2\times1439.965=2879.93$ eV pm, the rank-4 energy scale is $2879.93\times1.94020\times10^{-4}=0.55876$ eV, and

$$A_{40}=3.5\times0.55876=1.9557\text{ eV},\qquad A_{44}=2.091650\times0.55876=1.1687\text{ eV},$$

$$Dq=\frac{0.55876}6=0.09313\text{ eV},\qquad6Dq=0.55876\text{ eV},\qquad-4Dq=-0.37251\text{ eV}.$$

These are the shifts of the opening paragraph, which were obtained from analytic Gaussian integrals of $1/|\mathbf r-\mathbf R_i|$. The program asserts that the full $5\times5$ matrix from those integrals equals the diagonal matrix (16) to $10^{-6}$ eV in every element. For the frozen-core orbital the splitting is $10Dq=0.93$ eV, or $1.5\times10^{-19}$ J.

The inner formula (18) uses $\langle r^4\rangle/R^5=6.5191\times10^7/200^5=2.03723\times10^{-4}$ pm$^{-1}$ and gives $10Dq_{\rm in}=0.9778$ eV, which is 5.0 % above the value 0.9313 eV from (17), relative to the latter. The probability of finding the electron beyond $R$ is only 0.00218, and (19) shows how so small a weight produces so large an error. The difference of radial factors is $(2.03723-1.94020)\times10^{-4}=9.70\times10^{-6}$ pm$^{-1}$. Multiplying by $R$ and dividing by the outside weight gives the mean of the bracket in (19) over the tail, $9.70\times10^{-6}\times200/0.00218=0.89$. This is to be compared with $RI_4=200\times1.94020\times10^{-4}=0.0388$, which is small because most of the density lies inside $R/2$, where $(r/R)^4<1/16$. The tail thus counts $0.89/0.0388=23$ times its weight, and $23\times0.00218=0.050$.

The common shift is $A_{00}=6\times2879.93\times4.99905\times10^{-3}=86.38$ eV, close to the inner value $6\times2879.93/200=86.40$ eV. It exceeds the binding energy of 41.55 eV, so the first-order energy of the electron in an isolated titanium ion with six charges $-2e$ is positive, which is not the energy of a bound state. The cluster has to be read as the nearest shell of a neutral crystal, whose further shells of both signs change the rank-0 term. For $r<R$ that term is a constant, which does not distort the orbitals, and it shifts a core level by $6Ze^2/(4\pi\varepsilon_0R)$ as well, so in this model all of the common shift except the difference between 86.40 and 86.38 eV cancels from a core-to-$3d$ transition energy; the shifts $+6Dq$ and $-4Dq$ remain. Further shells of a cubic lattice also contribute to $A_{40}$, some raising and some lowering it, with weights falling as the fifth power of their distance in the inner regime; they are omitted here.

In the final state of an $L$ edge of Ti$^{4+}$, $2p^53d^1$, the $3d$ electron moves in the field of a core that lacks one $2p$ electron. The $Z+1$ approximation replaces the missing inner screening charge by one more unit of nuclear charge, so the $3d$ orbital is taken on a closed-shell V$^{5+}$ core. It keeps the spherical part of the core-hole attraction approximately and drops the nonspherical part. The same calculation gives a core energy of $-25498.9$ eV, a $3d$ eigenvalue of $-63.484$ eV, $\langle r^4\rangle=3.2152\times10^7$ pm$^4$ and $I_4=9.95634\times10^{-5}$ pm$^{-1}$. Then $2879.93\times9.95634\times10^{-5}=0.28674$ eV, $A_{40}=1.0036$ eV, $A_{44}=0.5998$ eV, $Dq=0.04779$ eV and $10Dq=0.48$ eV, or $7.7\times10^{-20}$ J. With a weight of 0.00027 beyond $R$, the inner formula is high by only 0.9 % of the value from (17). By (17) the ratio of the two $Dq$ values is the ratio of the $I_4$ integrals, $0.995634/1.94020=0.5132$. In the point-charge model with frozen cores, the contraction of the $3d$ orbital by the core hole roughly halves the splitting. The ratio is good to one figure: with relaxed cores the $Z+1$ ratio is 0.53, and a configuration-average Hartree–Fock orbital for $2p^53d^1$ itself gives $10Dq=0.41$ eV, or 0.50 of the relaxed Ti$^{3+}$ value (values not produced by the numerical check). This sensitivity is a property of (17), where the orbital enters through $I_4$, which becomes $\langle r^4\rangle/R^5$ for a compact shell, and it cannot be carried over to a real compound without further calculation.

Both values lie below the rough measured size of about 2 eV for $10Dq$ in titanium oxides. The model has no overlap between metal and ligand orbitals and no covalent mixing, which act differently on $e_g$ and $t_{2g}$. That these account for the shortfall is a conjecture as far as this calculation goes. What the argument of the comparison section does establish is that they cannot alter the twofold–threefold pattern in $O_h$ symmetry.

## Consequences for $L$ and $M$ edges

### The core level

The $L_{2,3}$ edges start from $2p$ and the $M_{2,3}$ edges from $3p$. By (6) a $p$ shell feels $k=0$ and $k=2$, and $O_h$ permits no rank 2. The field is a multiple of the identity on the three orbitals, commutes with the spin–orbit operator, and leaves the $j=3/2$ and $j=1/2$ levels unsplit at first order. The program asserts a spread below $10^{-8}$ eV for both $p$ shells in the regular octahedron; the printed $10^{-14}$ eV is rounding noise. All octahedral structure at these edges therefore comes from the $3d$ shell.

That the result could fail is shown by moving the two axial charges out to $R_z=1.05R$. In the inner regime the axial and equatorial parts of the rank-2 sum carry different radial factors,

$$A_{20}=\frac{Ze^2}{4\pi\varepsilon_0}\langle r^2\rangle\left(\frac2{R_z^3}-\frac2{R^3}\right)<0 .$$

For a $p$ shell $|C_{10}|^2=u^2$, and $\int u^2P_2\,du=\tfrac12\left(\tfrac65-\tfrac23\right)=\tfrac4{15}$, so $\langle0|C_{20}|0\rangle=\tfrac32\cdot\tfrac4{15}=\tfrac25$. The vanishing trace gives $-\tfrac15$ for $m=\pm1$, and the splitting is $\tfrac35|A_{20}|$, proportional to $\langle r^2\rangle$ of the shell. The direct integrals for titanium give 0.017 eV for $2p$ and 0.20 eV for $3p$, without spin–orbit coupling; by the formula their ratio of 12 is the ratio of the mean square radii of the two shells. The same distortion places $d_{x^2-y^2}$ 0.36 eV above $d_{z^2}$, which is $0.3648/0.9313=39$ % of the undistorted $10Dq$ for a change of 5 % in two distances. For the $Z+1$ orbital the figures are 0.26 eV and $0.2557/0.4779=54$ %. The rank-2 term scales with $\langle r^2\rangle/R^3$ and the cubic term with $\langle r^4\rangle/R^5$, so their ratio grows as an orbital of fixed shape shrinks. Evaluating (10) ligand by ligand separates the two parts, which the numerical check does not print: rank 2 contributes 0.310 eV for titanium and 0.227 eV for the $Z+1$ orbital, 33 % and 47 % of $10Dq$, while rank 4 contributes 0.055 eV and 0.029 eV, 6 % in both cases. The larger fraction comes from the rank-2 term.

### One-electron intensities

Take a $d^0$ ion, the electric-dipole approximation, an average over polarizations, the same radial function for both $j$ levels, no spin–orbit coupling in $3d$, and no Coulomb coupling between the core hole and the excited electron beyond its spherical part. Each of $L_3$ ($j=3/2$) and $L_2$ ($j=1/2$) is then a doublet with spacing $10Dq$, the $t_{2g}$ line lower for $Dq>0$. The strength from the filled level $j$ into the orbital $d_\mu$, summed over final spin $\sigma$, is

$$w_j(\mu)=\sum_\sigma\langle d_\mu\sigma|W_j|d_\mu\sigma\rangle,\qquad W_j=\sum_{a=x,y,z}r_a\,\Pi_j\,r_a,$$

where $\Pi_j$ projects on the $2j+1$ core states. A joint rotation of space and spin leaves $\Pi_j$ unchanged and turns $r_a$ into $\sum_bO_{ab}r_b$ with an orthogonal matrix, so $W_j$ is invariant: $(D\otimes S)W_j(D\otimes S)^\dagger=W_j$, with $D$ acting on the five orbitals and $S$ on spin. Take the trace over spin. The unitary $S$ drops out of that trace, which leaves $D\,(\mathrm{Tr}_\sigma W_j)\,D^\dagger=\mathrm{Tr}_\sigma W_j$. This Hermitian $5\times5$ matrix commutes with all rotations and hence with $L_z$ and $L_\pm$. Each of its eigenspaces is then closed under these operators; it contains an eigenvector of $L_z$, and the ladder operators reach every $m$ from it. The eigenspace is the whole shell, and the matrix is a multiple of the identity. Every $d$ orbital receives the same strength, and

$$w_j(t_{2g}):w_j(e_g)=3:2\quad\text{for each }j .$$

The total strength of an edge is $\mathrm{Tr}\,[\Pi_j\sum_ar_aP_dr_a]$, with $P_d$ the projector on the $3d$ shell. The operator $\sum_ar_aP_dr_a$ is spin-independent and rotation-invariant, so by the same argument it is a constant on the $p$ shell, and the trace is proportional to $2j+1$. This gives $L_3:L_2=4:2$. The four fractions are $\tfrac23\cdot\tfrac35=0.4000$, $\tfrac23\cdot\tfrac25=0.2667$, $\tfrac13\cdot\tfrac35=0.2000$ and $\tfrac13\cdot\tfrac25=0.1333$. The program obtains them from explicit dipole integrals between the computed orbitals and the eigenvectors of $\mathbf l\cdot\mathbf s$, and asserts the ratios $3:2$ and $2:1$. They are squared matrix elements, without the photon-energy factor of the cross section.

These statements require the nonspherical $2p$–$3d$ Coulomb and exchange interactions to be small compared with each of two energies: $10Dq$, which separates $t_{2g}$ from $e_g$, and the core spin–orbit splitting, which separates $L_3$ from $L_2$. Ti$^{4+}$ does not meet this condition. Its Hartree–Fock Slater integrals for $2p^53d^1$ are about $F^2=6.4$, $G^1=4.9$ and $G^3=2.8$ eV, against a spin–orbit splitting near 5.8 eV. With these integrals scaled to 80 % and $10Dq$ between 0.5 and 2 eV, the lower group of lines carries about half the weight of the upper group instead of twice it; at $10Dq=2$ eV the two upper lines lie 2.5 eV apart with weights 0.14 and 0.52. At the $M_{2,3}$ edge, where $G^1(3p,3d)\approx13$ eV and the $3p$ spin–orbit constant is about 0.4 eV, 99 % of the weight falls into a single line. These figures are not produced by the numerical check. The ratios $3:2$ and $2:1$ are thus a reference limit and not the spectrum of this ion. The configuration $2p^53d^1$ then has to be diagonalized with those interactions, the core spin–orbit coupling and the operator (12) together. The eigenstates mix $t_{2g}$ with $e_g$ occupation and $j=3/2$ with $j=1/2$ holes, so neither the peak spacing nor the weights need equal the one-electron values, and $10Dq$ is obtained from such a calculation and not by reading off a peak separation. The field operator itself, with $A_{44}/A_{40}=\sqrt{5/14}$ and $A_{40}=21Dq$, enters unchanged.

At the $M_{4,5}$ edges of the lanthanides, $3d\to4f$, the core shell is itself a $d$ shell and feels the operator (12), with $I_4=\langle r^4\rangle/R^5$ in the inner regime, which is small for so compact a shell. Its levels are not those of (16), which omits spin–orbit coupling: the core is split into $j=5/2$ ($M_5$) and $j=3/2$ ($M_4$), and the field is a small perturbation on these levels. An operator of rank 4 has matrix elements inside a level $j$ only if $2j\ge4$, so at first order $j=3/2$ receives the common shift $A_{00}$ and nothing else, while $j=5/2$ splits into a twofold level at $-4Dq$ and a fourfold level at $+2Dq$, whose weighted sum $2(-4)+4(2)$ vanishes. The $4f$ shell feels $k=4$ and $k=6$. The average over the 48 operations, done numerically in the program, finds $1,0,0,0,1,0,1$ invariants for $k=0$ to 6, so rank 6 also has a single cubic combination, with $A_{64}/A_{60}=-1.870829$ in the fourfold axes. An $f$ shell thus has two independent cubic parameters, $A_{40}$ and $A_{60}$, and symmetry fixes neither their ratio nor their signs. The relative spacing of the levels depends on the ratio, and reversing both signs inverts the order. The program and its output follow below.

## Computed results

```
O_h invariants for k=0..6: [1 0 0 0 1 0 1]
A44/A40 from projector = 0.597614; A64/A60 = -1.870829
octahedron S00, S40, S44 = 6.0000, 3.5000, 2.091650
symbolic ratio = sqrt(70)/14 ; Taylor x^4 coefficient = 7/2
21<m|C40|m>, m=-2..2: [ 1. -4.  6. -4.  1.] ; 21<2|C44|-2> = 8.366600
levels/Dq, cubic ratio: [-4. -4. -4.  6.  6.]
levels/Dq, ratio 0.4: [-4.     -4.     -2.3466  4.3466  6.    ]
real-harmonic ratio = 0.845154; 45-degree axes ratio = -0.597614
trigonal axes: A40/Dq = -14.0000, |A43/A40| = 1.195229
cube/octahedron A40 = -0.888889
Z = 2, R = 200 pm, e^2/(4 pi eps0) = 1439.965 eV pm, axial stretch factor = 1.05
--- 3d electron on Ti4+ core: E(HF core) = -22998.6 eV, eps(3d) = -41.554 eV
<r^4> = 6.5191e+07 pm^4; weight beyond R = 0.00218
I0 = 4.99905e-03 1/pm; I4 = 1.94020e-04 1/pm; <r^4>/R^5 = 2.03723e-04 1/pm
A00 = 86.3815 eV; A40 = 1.9557 eV; A44 = 1.1687 eV; Dq = 0.09313 eV
direct integrals: E(eg)-mean = 0.55876 eV; E(t2g)-mean = -0.37251 eV
10Dq = 0.9313 eV = 1.4921e-19 J
r<R estimate: 10Dq = 0.9778 eV, ratio to exact = 1.0500
O_h p splitting (max of 2p, 3p) = 1e-14 eV
stretched: 2p split 0.01695 eV, 3p split 0.20420 eV, eg split 0.3648 eV
--- 3d electron on V5+ core: E(HF core) = -25498.9 eV, eps(3d) = -63.484 eV
<r^4> = 3.2152e+07 pm^4; weight beyond R = 0.00027
I0 = 4.99991e-03 1/pm; I4 = 9.95634e-05 1/pm; <r^4>/R^5 = 1.00476e-04 1/pm
A00 = 86.3963 eV; A40 = 1.0036 eV; A44 = 0.5998 eV; Dq = 0.04779 eV
direct integrals: E(eg)-mean = 0.28674 eV; E(t2g)-mean = -0.19116 eV
10Dq = 0.4779 eV = 7.6567e-20 J
r<R estimate: 10Dq = 0.4823 eV, ratio to exact = 1.0092
O_h p splitting (max of 2p, 3p) = 1e-14 eV
stretched: 2p split 0.01514 eV, 3p split 0.17184 eV, eg split 0.2557 eV
Dq(Z+1 core-hole model)/Dq(no hole) = 0.5132
weights L3 t2g, eg = 0.4000, 0.2667; L2 t2g, eg = 0.2000, 0.1333
```
